\section*{Screening, Current Conservation and the Emittance of a Mesoscopic Conductor, part 2}

A nanoscale conductor joins leads $L$ and $R$. Is its reactive response capacitive or inductive once its interior charge is screened? The first half answered this from the scattering matrix $s(E)$. The second derivation, continued here, follows one driven level in time.

Units are $\hbar=e=1$, so $e^2/h=1/2\pi$. Signals are $X(t)=\mathrm{Re}\,(Xe^{-i\omega t})$ with $\omega>0$, and currents $I_\alpha$ are positive into the conductor. The temperature is zero and the Fermi energy is $\mu$. The level at $\varepsilon_0$ has widths $\Gamma_L,\Gamma_R$, with $\Gamma=\Gamma_L+\Gamma_R$, $\Delta=\mu-\varepsilon_0$ and $A=\Delta^2+\Gamma^2/4$. The lead potentials are $V_\alpha$; $U$ is the interior potential.

A wave of energy $E$ from lead $\beta$ excites the level amplitude $\sqrt{\Gamma_\beta/2\pi}\,e^{-iEt-i\varphi_\beta}d_\beta(E,t)$, where $\dot\varphi_\beta=V_\beta$ and
\begin{equation}
i\dot d_\beta=\left(\varepsilon_0-E+u_\beta-\tfrac i2\Gamma\right)d_\beta+1,\qquad u_\beta=U-V_\beta .
\label{eq:d}
\end{equation}
With $n$ the level's charge, $I_L+I_R=\dot n$ and
\begin{equation}
I_\alpha=-\Gamma_\alpha n-\frac{\Gamma_\alpha}{\pi}\int_{-\infty}^{\mu}dE\,\mathrm{Im}\,d_\alpha(E,t).
\label{eq:current}
\end{equation}

The current in lead $\alpha$ per unit $V_\beta$ is the bare admittance $g_{\alpha\beta}$ if $U$ is frozen, and $G_{\alpha\beta}$ after screening. The first half found, with $f$ the Fermi function,
\begin{equation}
g_{\alpha\beta}(\omega)=\frac{1}{2\pi}\int dE\,\left[\delta_{\alpha\beta}-s^*_{\alpha\beta}(E)s_{\alpha\beta}(E+\omega)\right]\frac{f(E)-f(E+\omega)}{\omega}.
\label{eq:bare}
\end{equation}
With a gate of capacitance $C$, $c_\beta=\sum_\alpha g_{\alpha\beta}$ and $S=\sum_\beta c_\beta$,
\begin{equation}
G_{\alpha\beta}=g_{\alpha\beta}-\frac{c_\alpha c_\beta}{S-i\omega C}.
\label{eq:screened}
\end{equation}

At low frequency the emittance $\mathcal E$ is defined by $G=G^0-i\omega\mathcal E$. With a prime on $s$ or its elements denoting $d/dE$, $D_{\alpha\beta}=\mathrm{Im}(s^*_{\alpha\beta}s'_{\alpha\beta})/2\pi$ and $D_\beta=\sum_\alpha D_{\alpha\beta}$. For one level, $D_\beta=\Gamma_\beta/2\pi A$, the density of states is $D=\Gamma/2\pi A$, and $D_{LR}=DT/2$. With transmission $T=\Gamma_L\Gamma_R/A$, peak transmission $T_{\max}=4\Gamma_L\Gamma_R/\Gamma^2$ and $C=0$,
\begin{equation}
G_{LL}=\frac{T}{2\pi}-i\omega\mathcal E_{LL},\qquad \mathcal E_{LL}=\frac D4(T_{\max}-2T).
\label{eq:target}
\end{equation}
Positive $\mathcal E_{LL}$ is capacitive. For mirror-symmetric conductors with $C=0$ the sign changes at $T=1/2$, as tested on a three-site chain. The equal-width example has $\Gamma_L=\Gamma_R=0.0005$ hartree.

\subsection{Linear response}

Without driving, $d_\beta=\mathcal G(E)=(E-\varepsilon_0+i\Gamma/2)^{-1}$. Let $u_\beta(t)=\tfrac12(ue^{-i\omega t}+u^*e^{i\omega t})$ and $\delta d_\beta=pe^{-i\omega t}+qe^{i\omega t}$. The terms of (\ref{eq:d}) linear in the drive are
\begin{align}
\omega p&=-\mathcal G^{-1}(E)\,p+\tfrac12u\,\mathcal G(E),\\
-\omega q&=-\mathcal G^{-1}(E)\,q+\tfrac12u^*\mathcal G(E).
\end{align}
Since $\mathcal G^{-1}(E)\pm\omega=\mathcal G^{-1}(E\pm\omega)$,
\begin{equation}
p=\tfrac12u\,\mathcal G(E)\mathcal G(E+\omega),\qquad q=\tfrac12u^*\mathcal G(E)\mathcal G(E-\omega).
\end{equation}
Because $|\mathcal G|\le2/\Gamma$, neither $p$ nor $q$ exceeds $|u|/\Gamma$ times the undriven amplitude. Potential differences small compared with $\Gamma$ are therefore sufficient for linear response, however low the frequency. The corrections at the driving frequency are of order $(u/\Gamma)^2$ on the overall scale of the response; where the linear reactive part vanishes, they set its sign.

The complex amplitude of $\mathrm{Im}\,\delta d_\beta$ is twice the coefficient of $e^{-i\omega t}$ in $(\delta d_\beta-\delta d_\beta^*)/2i$, that is, $(p-q^*)/i$:
\begin{equation}
\frac{p-q^*}{i}=\frac{u}{2i}\left[\mathcal G(E)\mathcal G(E+\omega)-\mathcal G^*(E)\mathcal G^*(E-\omega)\right].
\end{equation}
Each product is a difference of simple fractions:
\begin{align}
\omega\,\mathcal G(E)\mathcal G(E+\omega)&=\mathcal G(E)-\mathcal G(E+\omega),\\
\omega\,\mathcal G^*(E)\mathcal G^*(E-\omega)&=\mathcal G^*(E-\omega)-\mathcal G^*(E).
\end{align}
Set $x=E-\varepsilon_0$, whose upper limit is $\Delta$. In each difference the contributions from the lower limit cancel, and what remains is an integral over an interval of length $\omega$:
\begin{align}
\int\left[\mathcal G(E)-\mathcal G(E+\omega)\right]dE&=-\int_{\Delta}^{\Delta+\omega}\frac{dx}{x+i\Gamma/2}=\ln\frac{\Delta+i\Gamma/2}{\Delta+\omega+i\Gamma/2},\\
\int\left[\mathcal G^*(E)-\mathcal G^*(E-\omega)\right]dE&=\int_{\Delta-\omega}^{\Delta}\frac{dx}{x-i\Gamma/2}=\ln\frac{\Delta-i\Gamma/2}{\Delta-\omega-i\Gamma/2}.
\end{align}
The product of the numerators is $A$. The product of the denominators is $\Delta^2-(\omega+i\Gamma/2)^2=A-\omega(\omega+i\Gamma)$. The sum of the two integrals is thus
\begin{equation}
\Lambda=-\ln(1-z),\qquad z=\frac{\omega(\omega+i\Gamma)}{A}.
\end{equation}
The logarithm takes its principal value: $1-z$ has a negative imaginary part for $\omega>0$, and the phases of the two integrals add to a value between $0$ and $\pi$, as $-\ln(1-z)$ requires. With $-1/2i=i/2$, the oscillating current (\ref{eq:current}) is
\begin{equation}
I_\alpha=-\Gamma_\alpha n+\frac{i\Gamma_\alpha\Lambda}{2\pi\omega}(U-V_\alpha),
\label{eq:lin}
\end{equation}
where $n$ now denotes the complex amplitude of the charge oscillation.

\subsection{Neutrality fixes the potential}

Continuity requires $I_L+I_R=-i\omega n$. Summing (\ref{eq:lin}) over the leads,
\begin{equation}
(\Gamma-i\omega)\,n=\frac{i\Lambda}{2\pi\omega}\sum_\beta\Gamma_\beta(U-V_\beta).
\label{eq:charge}
\end{equation}
With $U$ frozen at zero, a voltage on one lead changes the charge, and the lead currents do not balance. This is the imbalance found from the scattering matrix. Without a gate, screening requires $n=0$, and (\ref{eq:charge}) then fixes
\begin{equation}
U=\frac{\Gamma_LV_L+\Gamma_RV_R}{\Gamma}.
\end{equation}
The interior follows the mean of the lead potentials, weighted by the widths. Setting $V_L=1$ and $V_R=0$ gives $U-V_L=-\Gamma_R/\Gamma$. Equation (\ref{eq:lin}) becomes
\begin{equation}
G_{LL}=-G_{RL}=\frac{i\Gamma_L\Gamma_R}{2\pi\omega\Gamma}\ln\left[1-\frac{\omega(\omega+i\Gamma)}{A}\right].
\label{eq:closed}
\end{equation}
Within the model this holds at finite frequency. It was tested against direct integration of the scattering formula followed by screening.

For small $|z|$, use $\ln(1-z)=-z-z^2/2$. The two contributions are
\begin{equation}
-\frac{iz}{\omega}=\frac{\Gamma-i\omega}{A},\qquad
-\frac{iz^2}{2\omega}=\frac{i\omega\Gamma^2}{2A^2}+O(\omega^2).
\end{equation}
Hence
\begin{equation}
G_{LL}=\frac{\Gamma_L\Gamma_R}{2\pi A}-i\omega\,\frac{\Gamma_L\Gamma_R}{2\pi\Gamma A}\left(1-\frac{\Gamma^2}{2A}\right)+O(\omega^2).
\end{equation}
The first term is $T/2\pi$. In the second, $D=\Gamma/2\pi A$ turns the coefficient of $-i\omega$ into $D\Gamma_L\Gamma_R/\Gamma^2-D\Gamma_L\Gamma_R/2A=D(T_{\max}-2T)/4$. This is (\ref{eq:target}).

\subsection{Resonance and finite frequency}

On resonance with equal widths, $A=\Gamma^2/4$, $T=1$ and $\mathcal E_{LL}=-D/4=-1/2\pi\Gamma$. The equivalent series resistance is $2\pi$, and the inductance is
\begin{equation}
\mathcal L=-\mathcal E_{LL}(2\pi)^2=\frac{2\pi}{\Gamma}.
\end{equation}
The ratio of inductance to resistance is $1/\Gamma$, the decay time of the level's charge. For $\Gamma=0.001$ hartree this time is 1000 atomic units, and $\mathcal L=2\pi/0.001=6283$ atomic units, or $0.62$ nH. No magnetic field enters: the inductance expresses the delay of the electronic response.

Now let $\omega=0.2\,\Gamma=0.0002$ hartree, a frequency $\omega/2\pi$ of $1.3$ THz. The bare admittances in units of $e^2/h$ are
\begin{equation}
g_{LL}=1.024+0.010i,\qquad g_{RL}=-0.879-0.361i .
\end{equation}
Their sum is $0.145-0.352i$, which is far from zero. After screening,
\begin{equation}
G_{LL}=-G_{RL}=0.951+0.186i .
\end{equation}
The bare $g_{LL}$ would suggest an almost purely resistive contact. The reason is visible at low frequency, where its reactive part is proportional to $\mathrm{Im}(r^*r')$, with $r$ the reflection amplitude; this vanishes where reflection does. Screening supplies the inductive part. The linear estimate of that part is $-2\pi\omega\mathcal E_{LL}=0.200$, about 8\% above the value from the full expression. On resonance $1-z=(1-2i\omega/\Gamma)^2$, so the expansion parameter is $2\omega/\Gamma=0.4$, and the series converges for $\omega<\Gamma/2$. The next term in the reactive part lowers the estimate to $0.184$, within 1\% of the full value.

The frequency also moves the turning point. The prefactor of the logarithm in (\ref{eq:closed}) is imaginary, so the reactive part vanishes when $|1-z|=1$:
\begin{equation}
\left(1-\frac{\omega^2}{A}\right)^2+\frac{\omega^2\Gamma^2}{A^2}=1 .
\end{equation}
Cancelling the 1 and multiplying by $A^2/\omega^2$ gives $2A=\Gamma^2+\omega^2$, hence
\begin{equation}
T=\frac{\Gamma_L\Gamma_R}{A}=\frac{T_{\max}/2}{1+\omega^2/\Gamma^2}.
\end{equation}
For equal widths and $\omega=\Gamma/2$, the change occurs at $T=0.5/1.25=0.40$. A level with widths in the ratio $7:3$ has $T_{\max}=0.84$ and turns at $T=0.42$ in the low-frequency limit.

\subsection{A gate separates two turning points}

With a gate of capacitance $C$, the charge need not stay constant and $G_{LL}$ no longer equals $-G_{LR}$. The first half gave
\begin{equation}
\mathcal E_{\alpha\beta}=D_{\alpha\beta}-\frac{D_\alpha D_\beta}{C+D}.
\end{equation}
For equal widths $D_L=D_R=D/2$, $D_{LR}=DT/2$ and $D_{LL}=D_L-D_{LR}=D(1-T)/2$. Therefore
\begin{align}
\mathcal E_{LL}&=\frac D4\left(1-2T+\frac{C}{C+D}\right),\\
-\mathcal E_{LR}&=\frac D4\left(\frac{D}{C+D}-2T\right).
\end{align}
Since both $D$ and $T$ are proportional to $1/A$, $D=D_0T$ with $D_0=2/\pi\Gamma$. Setting the second expression to zero gives
\begin{equation}
T=\frac12-\frac{C}{D_0},
\end{equation}
provided that this is positive. For $C\ge D_0/2$, $-\mathcal E_{LR}$ is negative at every nonzero transmission. Setting the first expression to zero gives $(2T-1)(C+D_0T)=C$, or
\begin{equation}
2D_0T^2+(2C-D_0)T-2C=0 ,
\end{equation}
whose positive root is required.

With $C=100$ and $D_0=636.6$ in $e^2$/hartree, $-\mathcal E_{LR}$ changes sign at $T=0.5-0.157=0.343$, and $\mathcal E_{LL}$ at $T=0.603$. Between these values the current at the driven contact has a capacitive part, while the current transferred to the other contact has an inductive one. One two-terminal capacitor or inductor cannot represent both; the gate has to appear in the circuit.

\subsection{What each derivation assumes}

Both derivations assume energy-independent coupling to the leads, zero temperature, linear response and one mean-field potential for the whole interior. They differ in what they need beyond this.

The scattering derivation allows any number of interior levels. It needs the scattering matrix and, at low frequency, its energy derivative. The response to $U$ is never computed: it is inferred from the invariance under a common shift of all potentials. Energy derivatives then stand in for derivatives with respect to $U$. This is justified here because $s$ depends on $E-U$ alone. If the couplings vary with energy, shifting $U$ and shifting $E$ are different operations, and the substitution needs correction. The expansion in $V/\omega$ also leaves the range of linear response at low frequency unclear.

The driven-level derivation keeps $U$ in the equation of motion, where the same change of phase leaves only the differences $U-V_\alpha$. It gives a sufficient condition for linear response and the full frequency dependence in closed form. The closed form is restricted to one level: the elementary logarithm comes from a single complex pole, and the common factor $\Lambda$ in both leads is what makes the neutral potential a simple weighted mean. The linearized amplitude equations extend to several levels, but as carried out here the derivation gives no statement such as the turning point at $T=1/2$ for mirror-symmetric conductors with one interior potential and $C=0$.

Propagating the level amplitudes in time tests the two routes together. For widths in the ratio $7:3$, $\Delta=\Gamma/4$ and $\omega=\Gamma/2$, the propagated bare and gate-screened matrices agree with the formulas to better than $10^{-4}$ of the largest element. In this case the bare $g_{LL}$ is $1.078-0.273i$ in units of $e^2/h$, and with the gate of $C=100$ it becomes $0.626+0.071i$. Screening reverses the sign of the reactive part, so the bare value would have put a capacitor where the model requires an inductor. The numerical output lists the values of both calculations.

The shared assumption of one potential also limits where the turning points apply. If charge of opposite sign gathers on the two sides of a barrier, the interior can be neutral as a whole and still carry a dipole, which a single $U$ cannot describe. At least two potentials are then needed, with capacitances between the regions, and the threshold has to be derived anew. In the three-site chain used above, requiring each site to stay neutral separately moves the sign changes from $T=1/2$ to values between $0.34$ and $0.50$. The balance of currents survives that extension, provided that every region's charge and every gate current is included.

The model also omits the geometric capacitances to the leads, which a real junction has. For one level with equal widths and no gate, equal capacitances from the interior to the two leads, with sum $C_\ell$, add $C_\ell/4$ to $\mathcal E_{LL}$, and the turning point solves $D_0T(2T-1)=C_\ell$. For $C_\ell=0.59$ aF it lies at $T=0.63$, and for $C_\ell\ge D_0=3.75$ aF the emittance is never negative. A direct capacitance between the leads adds to $\mathcal E_{LL}$ in full; for plates of $(10\ \mathrm{nm})^2$ at a distance of 1 nm it is about $0.9$ aF, as large as the emittance on resonance. The turning points above apply only where such capacitances are small compared with $D$.

\section*{Computed results}
\begin{verbatim}
total width Gamma: 0.0010 hartree
symmetric widths Gamma_L, Gamma_R: 0.0005, 0.0005 hartree
neutral symmetric level, C = 0; D, D_L, E_LL in e^2/hartree
D_L = bare charge in interior per unit V_L
detuning/Gamma    T        D       D_L      E_LL
    2.00      0.0588    37.45    18.72     8.261
    1.00      0.2000   127.32    63.66    19.099
    0.50      0.5000   318.31   159.15    -0.000
    0.25      0.8000   509.30   254.65   -76.394
    0.00      1.0000   636.62   318.31  -159.155
E_LL on resonance: -0.9371 aF
E_LL at detuning = Gamma: 0.1125 aF
series inductance on resonance: 6283.17 atomic units
series inductance on resonance: 0.6244 nH
L/R on resonance: 1000.00 atomic units of time
example omega, on resonance, symmetric: 0.00020 hartree
example frequency omega/2pi: 1.3159 THz
bare g_LL: +1.02353 +0.00972i e^2/h
bare g_RL: -0.87900 -0.36133i e^2/h
bare sum g_LL+g_RL: +0.14453 -0.35160i e^2/h
screened G_LL, C=0: +0.95127 +0.18553i e^2/h
screened G_RL, C=0: -0.95127 -0.18553i e^2/h
turning T, symmetric, C=0, omega->0: 0.5000
turning T, symmetric, C=0, omega=0.0005 hartree: 0.4000
asymmetric widths: 0.0007, 0.0003 hartree
asymmetric peak T: 0.8400; turning T, C=0: 0.4200
gate capacitance C: 100.0 e^2/hartree = 0.5888 aF
D0 on resonance, symmetric: 636.62 e^2/hartree
turning T with gate, symmetric, E_LL: 0.6033
turning T with gate, symmetric, -E_LR: 0.3429
time propagation, asymmetric: omega=0.0005, detuning=0.00025 hartree
bare g_LL, formula: +1.07829 -0.27271i e^2/h
bare g_LL, propagated: +1.07828 -0.27261i e^2/h
screened G_LL with gate, formula: +0.62564 +0.07088i e^2/h
screened G_LL with gate, propagated: +0.62564 +0.07092i e^2/h
propagated G_LL+G_LR+G_Lgate: +0.00000 +0.00000i e^2/h
largest relative error, bare matrix: 8.6e-05
largest relative error, screened matrix: 6.1e-05
\end{verbatim}
